# Diffusion coefficient from the velocity autocorrelation of channel carriers

## 1. What dimensions and symmetry allow

Carriers move in a two-dimensional channel at temperature \(T\). They have mass \(m\), obey classical statistics, and collide after a mean time \(\tau\). No field acts on them. We want the diffusion coefficient \(D\) along one direction, \(x\).

A diffusion coefficient has the dimension length squared over time. The available quantities are the thermal energy \(k_BT\), the mass and the collision time. Since \(k_BT/m\) is a velocity squared, the form must be

\[
D=a\,\frac{k_BT}{m}\,\tau ,
\]

with \(a\) a pure number. Planck's constant is absent because the motion is classical; otherwise \(\hbar/m\) would be a second quantity with the dimension of \(D\).

If collisions are characterized by a mean free path \(l\) instead of a time, the same argument gives \(D=b\,l\sqrt{k_BT/m}\), with another number \(b\).

Symmetry adds one fact. Equilibrium is unchanged by \(x\to-x\), so the mean velocity vanishes and spreading appears first in the mean square displacement. The numbers \(a\) and \(b\) depend on how long a carrier remembers its velocity. That memory is measured by the autocorrelation

\[
C(t)=\langle v(0)v(t)\rangle ,
\]

where \(v\) is the \(x\) component of velocity and the brackets are an average over the equilibrium ensemble.

## 2. What D means

Let \(n(x,t)\) be the density of carriers released at \(x=0\), normalized to one. When Fick's law holds,

\[
\frac{\partial n}{\partial t}=D\frac{\partial^2 n}{\partial x^2}.
\]

Multiply by \(x^2\) and integrate over \(x\). Two integrations by parts, with boundary terms that vanish because \(n\) falls off rapidly, give

\[
\frac{d}{dt}\langle\Delta x^2\rangle
=D\int x^2\frac{\partial^2 n}{\partial x^2}\,dx
=D\int 2n\,dx=2D .
\]

Here \(\Delta x=x(t)-x(0)\). This motivates the definition used below:

\[
D=\lim_{t\to\infty}\frac{\langle\Delta x^2\rangle}{2t}.
\]

The limit is needed because a carrier that has not yet collided moves ballistically, and Fick's law does not describe it. The channel is taken to be unbounded along \(x\).

## 3. From displacement to autocorrelation

The displacement is the time integral of velocity. Squaring and averaging,

\[
\langle\Delta x^2\rangle=\int_0^t dt_1\int_0^t dt_2\,\langle v(t_1)v(t_2)\rangle .
\]

Equilibrium is stationary, so the average depends on the time difference alone: \(\langle v(t_1)v(t_2)\rangle=C(t_1-t_2)\). Shifting the time origin by \(s\) also gives

\[
C(-s)=\langle v(0)v(-s)\rangle=\langle v(s)v(0)\rangle=C(s),
\]

because classical velocities commute. The two triangles \(t_2<t_1\) and \(t_2>t_1\) of the integration square therefore contribute equally. Keep the first, double it, and set \(s=t_1-t_2\):

\[
\langle\Delta x^2\rangle=2\int_0^t dt_1\int_0^{t_1}C(s)\,ds .
\]

Now exchange the order of integration. For a given \(s\), the time \(t_1\) runs from \(s\) to \(t\), an interval of length \(t-s\). Hence

\[
\langle\Delta x^2\rangle=2\int_0^t(t-s)\,C(s)\,ds. \tag{1}
\]

The factor \(t-s\) measures how many pairs of instants with separation \(s\) fit into the observation time.

Differentiate (1). The upper limit contributes \((t-t)C(t)=0\), and the derivative of the integrand contributes \(C(s)\):

\[
\frac12\frac{d}{dt}\langle\Delta x^2\rangle=\int_0^t C(s)\,ds. \tag{2}
\]

The right side is a running diffusion coefficient. Equations (1) and (2) hold at every time and assume nothing about the shape of \(C\).

## 4. The long-time limit

Assume that \(\int_0^\infty|C(s)|\,ds\) is finite. Dividing (1) by \(2t\) gives

\[
\frac{\langle\Delta x^2\rangle}{2t}=\int_0^t\left(1-\frac{s}{t}\right)C(s)\,ds .
\]

At fixed \(s\) the bracket tends to one. It lies between zero and one throughout the range, so the integrand is bounded in magnitude by the integrable function \(|C(s)|\). Dominated convergence then permits the limit inside the integral:

\[
\boxed{D=\int_0^\infty\langle v(0)v(t)\rangle\,dt} \tag{3}
\]

This is the Green–Kubo formula for diffusion. The running coefficient (2) has the same limit.

The two estimates approach it differently. Suppose that \(\int_0^\infty s|C(s)|\,ds\) is also finite. Writing \(\int_0^tC=D-\int_t^\infty C\) in (1),

\[
\langle\Delta x^2\rangle=2Dt-2\int_0^t sC(s)\,ds-2t\int_t^\infty C(s)\,ds .
\]

The last term vanishes at long times, since \(t\left|\int_t^\infty C\right|\le\int_t^\infty s|C|\,ds\to0\). The mean square displacement thus approaches a straight line with a constant offset. Dividing by \(2t\) leaves an error of order \(1/t\), whereas taking the slope removes the offset.

Integrability is a real condition. Without collisions, \(C(t)=\langle v^2\rangle\) for all time, the mean square displacement grows as \(\langle v^2\rangle t^2\), and no finite \(D\) exists. In the opposite case, walls at both ends of the channel bound \(\langle\Delta x^2\rangle\), so its long-time ratio to \(2t\) is zero. A useful bulk \(D\) then requires times long enough to lose velocity memory but too short to reach the walls.

## 5. Why the relaxation can be exponential

Consider instantaneous collisions with two properties:

1. The collision rate is \(1/\tau\), the same at every speed.
2. The outgoing direction is uniformly distributed and independent of the incoming direction.

Let \(P(t)\) be the probability of no collision up to time \(t\). Surviving a further interval \(dt\) has probability \(1-dt/\tau\), so

\[
\frac{dP}{dt}=-\frac{P}{\tau},\qquad P(0)=1,\qquad P(t)=e^{-t/\tau}.
\]

Fix the initial velocity. If no collision has occurred, \(v(t)=v(0)\). If at least one has occurred, the direction is uniform, and later flights and collisions do not distinguish \(+x\) from \(-x\). The mean of \(v(t)\) over these carriers is zero. Therefore

\[
C(t)=\langle v^2\rangle e^{-t/\tau}.
\]

Property 1 was used in taking \(P(t)\) outside the velocity average; property 2 removed the collided carriers.

The equilibrium distribution of one component in a parabolic band is proportional to \(e^{-mv^2/(2k_BT)}\). Its derivative is \(-(mv/k_BT)\) times itself, so integration by parts gives

\[
\int v^2e^{-mv^2/(2k_BT)}dv
=\frac{k_BT}{m}\int e^{-mv^2/(2k_BT)}dv .
\]

Thus \(\langle v^2\rangle=k_BT/m\equiv v_{th}^2\), and

\[
C(t)=\frac{k_BT}{m}e^{-t/\tau}. \tag{4}
\]

Nothing was said about the energy after a collision, except that equilibrium must be preserved. Elastic collisions do this by keeping the speed. Thermalizing collisions do it by drawing a new velocity from the equilibrium distribution. Both give (4).

## 6. Integration and two time limits

Insert (4) into (3):

\[
D=\frac{k_BT}{m}\int_0^\infty e^{-t/\tau}dt=\frac{k_BT\,\tau}{m}. \tag{5}
\]

The number left open by dimensional analysis is \(a=1\). To verify this directly from the displacement, evaluate (1). The two integrals needed are

\[
\int_0^t e^{-s/\tau}ds=\tau(1-e^{-t/\tau}),
\]
\[
\int_0^t s\,e^{-s/\tau}ds=\tau^2(1-e^{-t/\tau})-t\tau e^{-t/\tau}.
\]

Multiply the first by \(t\) and subtract the second. The terms \(\mp t\tau e^{-t/\tau}\) cancel, leaving

\[
\langle\Delta x^2\rangle
=2D\left[t-\tau(1-e^{-t/\tau})\right]. \tag{6}
\]

For \(t\ll\tau\), expansion of the exponential gives a bracket \(t^2/(2\tau)\), so \(\langle\Delta x^2\rangle\simeq v_{th}^2t^2\): free flight. For \(t\gg\tau\), \(\langle\Delta x^2\rangle\simeq2D(t-\tau)\): diffusion with an offset.

The simulated displacements follow this crossover. In units of \(v_{th}^2\tau^2\), the value at \(t=0.5\tau\) is 0.2126 against 0.2131 from (6); at \(t=12\tau\) it is 21.99 against 22.00. The correlation at \(2\tau\) is 0.1391 against 0.1353, the largest difference in that column. It passed the test that every sampled mean lie within five standard errors of its prediction. The small negative correlations at late times passed the same test against their predictions, which are positive but close to zero.

## 7. Collisions that retain some direction

Property 2 can be relaxed. Let collisions be elastic, still at the constant rate \(1/\tau\), and symmetric about the incoming direction. If \(\theta\) is the scattering angle, the mean outgoing velocity is \(g=\langle\cos\theta\rangle\) times the incoming one. Take \(g<1\) and independent of speed.

After \(k\) collisions the mean velocity is multiplied by \(g^k\). At constant rate, \(k\) has a Poisson distribution with mean \(t/\tau\), so

\[
C(t)=v_{th}^2\sum_{k=0}^{\infty}e^{-t/\tau}\frac{(t/\tau)^k}{k!}g^k
=v_{th}^2e^{-(1-g)t/\tau}.
\]

The relaxation remains exponential, but its time is \(\tau_m=\tau/(1-g)\), and \(D=k_BT\tau_m/m\). Forward scattering, \(g>0\), increases \(D\) because a collision erases only part of the mean velocity. Backward scattering, \(g<0\), lowers it. The time between collisions equals the relaxation time when \(g=0\), the case used in the rest of these notes.

## 8. When D is also Fick's coefficient

Equation (3) describes a second moment. Whether the whole density obeys one diffusion equation is a further question, and energy exchange matters here.

For thermalizing collisions the distribution \(f(x,v,t)\) obeys

\[
\frac{\partial f}{\partial t}+v\frac{\partial f}{\partial x}
=\frac{n f_0(v)-f}{\tau},
\]

where \(f_0\) is the normalized equilibrium distribution and \(n=\int f\,dv\). Try a density wave \(f=h(v)e^{iqx+\lambda t}\). Solving for \(h\) and integrating over \(v\) gives the condition

\[
1=\left\langle\frac{1}{\sigma+iqv\tau}\right\rangle,\qquad \sigma=1+\lambda\tau .
\]

Expand for small \(Q=qv_{th}\tau\), using \(\langle v\rangle=\langle v^3\rangle=0\) and the Gaussian moment \(\langle v^4\rangle=3v_{th}^4\). After multiplication by \(\sigma\),

\[
\sigma=1-\frac{Q^2}{\sigma^2}+\frac{3Q^4}{\sigma^4}+\dots
\]

To leading order \(\sigma=1-Q^2\). Putting this into the second term turns it into \(-Q^2-2Q^4\), and therefore

\[
\lambda\tau=-Q^2+Q^4+\dots,\qquad
-\frac{\lambda}{q^2}=D\,(1-Q^2+\dots).
\]

Long waves decay at the rate \(Dq^2\), as Fick's law requires. Diagonalizing the kinetic operator gives a ratio \(-\lambda/(Dq^2)\) of 0.99038 at \(Q=0.10\) and 0.99752 at \(Q=0.05\), close to \(1-Q^2\). Removing the \(Q^2\) correction between them gives 0.99991.

Elastic collisions behave differently. A carrier keeps its speed \(w\), and since \(\langle v^2\rangle=w^2/2\) at fixed speed, it diffuses with \(D_w=w^2\tau/2\). In two dimensions the variable \(\epsilon=w^2/(2v_{th}^2)\) has the distribution \(e^{-\epsilon}\), and \(D_w=D\epsilon\). At small \(q\) and long times, a density wave then decays as

\[
\int_0^\infty e^{-\epsilon}e^{-\epsilon Dq^2t}d\epsilon=\frac{1}{1+Dq^2t}.
\]

This is not a single exponential. Its first-order term in \(q^2\) is still \(-Dq^2t\), so the second moment has the coefficient \(D\). With purely elastic scattering, \(D\) is an average over energies; energy exchange is what gives all carriers a common coefficient.

## 9. Mobility as a second route

Apply a uniform field \(E\) along \(x\) to carriers of charge \(e>0\). Between collisions the acceleration is \(eE/m\). In a time \(dt\), a fraction \(dt/\tau\) collides and loses its mean velocity, so

\[
\frac{d\langle v\rangle}{dt}=\frac{eE}{m}-\frac{\langle v\rangle}{\tau}.
\]

Starting from equilibrium, \(\langle v\rangle=(eE\tau/m)(1-e^{-t/\tau})\). The steady drift defines the mobility \(\mu=\langle v\rangle/E\):

\[
\mu=\frac{e\tau}{m},\qquad D=\frac{k_BT}{e}\,\mu . \tag{7}
\]

The second relation is Einstein's. It joins two different measurements: drift in a field, and spreading without one. With thermalizing collisions, the simulated ratio of drift to acceleration times \(\tau\) was \(0.9995\pm0.0035\), compared with one from (7). That run used an acceleration \(eE/m=0.5\,v_{th}/\tau\). The drift is linear in \(E\) at such a field only because \(\tau\) is constant in this model. The spreading along the field then has the coefficient \([v_{th}^2+(eE\tau/m)^2]\tau\), 25% above \(D\), so (7) relates \(\mu\) to the zero-field \(D\). In a real channel (7) is limited to fields whose drift is small compared with \(v_{th}\).

With elastic collisions alone, the field steadily heats the carriers. At a constant collision rate the drift still tends to \(eE\tau/m\), but \(D\) grows with the carrier energy. The Einstein relation with the initial temperature \(T\) then holds only while the heating is negligible. For degenerate carriers equipartition fails, and the factor \(k_BT/e\) no longer follows from this derivation.

## 10. A case where relaxation is not exponential

Now keep the mean free path \(l\) constant. Scattering is elastic with uniform outgoing direction, but a carrier of speed \(w\) collides at the rate \(w/l\). The survival probability depends on speed and must stay inside the average:

\[
C(t)=\langle v^2e^{-wt/l}\rangle .
\]

Integrating over time first gives \(\int_0^\infty e^{-wt/l}dt=l/w\). Write \(v=w\cos\varphi\); the angular average of \(\cos^2\varphi\) is \(1/2\). Thus

\[
D=\left\langle\frac{v^2l}{w}\right\rangle=\frac{l}{2}\langle w\rangle .
\]

The two-dimensional speed distribution is \((w/v_{th}^2)e^{-w^2/(2v_{th}^2)}\), for which \(\langle w\rangle=v_{th}\sqrt{\pi/2}\). Hence

\[
D=l\,v_{th}\sqrt{\frac{\pi}{8}}\simeq0.6267\,l\,v_{th}. \tag{8}
\]

This fixes the number \(b\) of Section 1. The simulated slope between \(t=8\,l/v_{th}\) and \(12\,l/v_{th}\) gave \(0.6254\pm0.0032\); in this window the slow tail derived below lowers the expected slope to 0.6256.

Suppose one instead fits an exponential to the initial slope of \(C\). Its relaxation rate is

\[
-\frac{C'(0)}{C(0)}=\frac{\langle v^2w\rangle}{l\,v_{th}^2}
=\frac{\langle w^3\rangle}{2l\,v_{th}^2}
=\frac32\sqrt{\frac{\pi}{2}}\,\frac{v_{th}}{l},
\]

using \(\langle w^3\rangle=3\sqrt{\pi/2}\,v_{th}^3\). Dividing \(C(0)=v_{th}^2\) by this rate gives

\[
D_{fit}=\frac23\sqrt{\frac2\pi}\,l\,v_{th}\simeq0.5319\,l\,v_{th},
\qquad \frac{D_{fit}}{D}=\frac{8}{3\pi}\simeq0.849 .
\]

The fit is 15% below the true value. It averages the collision rate, whereas diffusion averages the collision time, and slow carriers make that average larger. They also control the tail: at long times small speeds dominate, and

\[
C(t)\simeq\frac{1}{2v_{th}^2}\int_0^\infty w^3e^{-wt/l}dw
=\frac{3l^4}{v_{th}^2t^4}.
\]

The tail is a power law, but it falls fast enough for (3) to converge. It belongs to this model, in which each collision is independent of earlier ones; fixed scatterers that a carrier can revisit add memory and give a slower tail. The running integral misses an amount \(l^4/(v_{th}^2t^3)\) at long times.

## 11. Numbers for a model channel

Take \(m=0.20\,m_e=1.8219\times10^{-28}\) g, \(T=300\) K and \(\tau=1.0\times10^{-13}\) s. These are round model parameters, and they are only marginally classical: \(k_BT\tau/\hbar\simeq3.9\), and \(v_{th}\tau\simeq1.5\times10^{-6}\) cm is not much longer than the thermal wavelength \(h/\sqrt{2\pi mk_BT}\simeq1.0\times10^{-6}\) cm. The picture of free flights between instantaneous collisions needs both ratios to be large. Classical statistics also requires a low carrier density. With two spin states and one valley, the density of states per area is \(m/(\pi\hbar^2)\), so the sheet density must be well below \(mk_BT/(\pi\hbar^2)\simeq2.2\times10^{12}\) cm\(^{-2}\). Channels filled to this density or above are degenerate, and the values of \(D\) below do not apply to them. At the same \(\tau\), Fermi statistics already raises \(D\) by about 10% at one fifth of this density. The thermal energy is \(4.1419\times10^{-14}\) erg, so

\[
v_{th}^2=\frac{4.1419\times10^{-14}}{1.8219\times10^{-28}}
\simeq2.27\times10^{14}\ \mathrm{cm^2/s^2},
\]
\[
D=v_{th}^2\tau\simeq22.7\ \mathrm{cm^2/s}.
\]

The simulation, scaled to these parameters, gives \(22.65\pm0.10\) cm²/s. With \(e=4.8032\times10^{-10}\) statC,

\[
\mu=\frac{(4.8032\times10^{-10})(1.0\times10^{-13})}{1.8219\times10^{-28}}
\simeq2.64\times10^5\ \mathrm{\frac{cm^2}{statV\,s}},
\]

which is 879 cm²/(V s).

After \(t=1.0\times10^{-12}\) s, or \(10\tau\), equation (6) gives

\[
\langle\Delta x^2\rangle\simeq2(22.7)(0.90\times10^{-12})
\simeq4.1\times10^{-11}\ \mathrm{cm^2},
\]

an rms displacement of \(6.4\times10^{-6}\) cm. The distance \(v_{th}\tau\) is \(1.5\times10^{-6}\) cm. A channel much shorter than this is crossed largely without collisions, and a bulk diffusion coefficient does not describe it.

The same observation time shows the cost of the offset. The ratio \(\langle\Delta x^2\rangle/(2t)\) is 20.5 cm²/s, 10% below \(D\), because its relative error is \((\tau/t)(1-e^{-t/\tau})\). The running integral is 22.73 cm²/s, and its relative error is \(e^{-t/\tau}\), about \(5\times10^{-5}\).

A simulation can also remove the offset by taking the displacement slope between two late times \(t_a\) and \(t_b\). From (6),

\[
\frac{\langle\Delta x^2\rangle_b-\langle\Delta x^2\rangle_a}{2(t_b-t_a)}
=D\left[1-\frac{\tau(e^{-t_a/\tau}-e^{-t_b/\tau})}{t_b-t_a}\right].
\]

For \(t_a=8\tau\) and \(t_b=12\tau\), the correction is below \(10^{-4}\). The simulated slopes in units of \(v_{th}^2\tau\) are \(0.9962\pm0.0045\) for thermalizing collisions and \(1.0001\pm0.0060\) for elastic ones. Their uncertainty is therefore statistical, and both agree with (5). The full set of values is in the numerical output below.

## Calculated quantities

```
Constant rate, thermalizing collisions (units vth, tau):
t/tau  C_MC     C_exp    msd_MC   msd_formula
  0.5   0.6048   0.6065   0.2126   0.2131
  1.0   0.3678   0.3679   0.7346   0.7358
  2.0   0.1391   0.1353   2.2701   2.2707
  4.0   0.0178   0.0183   6.0324   6.0366
  8.0  -0.0000   0.0003  14.0205  14.0007
 12.0  -0.0001   0.0000  21.9898  22.0000
<v(2 tau)v(4 tau)>/vth^2, MC: 0.1341
D/(vth^2 tau), thermalizing MC: 0.9962 +- 0.0045
D/(vth^2 tau), elastic MC: 1.0001 +- 0.0060
Density-mode decay rate/q^2 (units vth^2 tau):
  q vth tau = 0.10: 0.99038
  q vth tau = 0.05: 0.99752
  extrapolated to q = 0: 0.99991
Field acceleration (vth/tau): 0.50
Drift/(acceleration tau), MC: 0.9995 +- 0.0035
Constant mean free path (D in units l vth):
  D from integral of C: 0.6267
  D from late msd slope, MC: 0.6254 +- 0.0032
  D from initial-slope exponential: 0.5319
  ratio initial-slope/integral: 0.8488
Worked example, model channel carrier:
  mass ratio m/m_e: 0.20
  mass: 1.8219e-28 g
  temperature: 300 K
  thermal energy: 4.1419e-14 erg
  tau: 1.0e-13 s
  charge: 4.8032e-10 statC
  vth (one component): 1.5078e+07 cm/s
  C(0) = vth^2: 2.2735e+14 cm^2/s^2
  D = kT tau/m: 22.735 cm^2/s
  D from MC: 22.65 +- 0.10 cm^2/s
  mobility: 2.6364e+05 cm^2/(statV s)
  mobility converted: 879.4 cm^2/(V s)
  observation time: 1.0e-12 s
  rms displacement: 6.397e-06 cm
  msd/(2t) at that time: 20.461 cm^2/s
  running integral of C: 22.733 cm^2/s
  msd/(2t) divided by D: 0.9000
  running integral divided by D: 0.999955
```
